# Why silicon electron mobility falls faster than the acoustic three-halves law

**Question.** Acoustic deformation-potential scattering gives an electron mobility \(\mu\propto T^{-3/2}\). In pure silicon near room temperature the measured slope is steeper, roughly \(T^{-2.4}\). What mechanism steepens it, what exponent follows, and how does that exponent vary between 77 and 500 K?

**Answer.**

## The mechanism

Silicon has six conduction valleys, and a short-wavelength phonon of energy \(\hbar\omega\approx 60\) meV (a rough size) can carry an electron from one valley to another. When \(kT\ll\hbar\omega\) such phonons are absent and cannot be absorbed, and almost no electron has the energy to emit one. When \(kT\gg\hbar\omega\) the channel is fully open and scales like acoustic scattering. Between these regimes the channel switches on and the mobility drops from one \(T^{-3/2}\) line to a lower one, so its slope is steeper on the way. The figure 2.4 is therefore not the power of a law but a value of the local exponent

\[ n(T)=\frac{d\ln\mu}{d\ln T}. \]

The model takes non-degenerate electrons, a weak field, no impurities and parabolic valleys. Hartree units are unnatural here, so K, meV and cm²/(V s) are used. Throughout, \(x=E/kT\), \(\theta=\hbar\omega/kT\), \(N=1/(e^{\theta}-1)\), and \(e>0\).

## Density of states

With \(\mathbf k\) measured from a valley minimum, \(E=\sum_i\hbar^2k_i^2/2m_i\), with masses \(m_l,m_t,m_t\). Put \(k_i=\sqrt{m_i/m_d}\,\kappa_i\) with \(m_d=(m_lm_t^2)^{1/3}\). The Jacobian is \(\sqrt{m_lm_t^2/m_d^3}=1\), and \(E=\hbar^2\kappa^2/2m_d\). Phonon scattering is taken to conserve spin, so the states are counted per spin, per valley and per volume:

\[ g(E)=\frac{4\pi\kappa^2}{(2\pi)^3}\frac{d\kappa}{dE}=\frac{m_d\kappa}{2\pi^2\hbar^2}=\frac{m_d^{3/2}\sqrt{2E}}{2\pi^2\hbar^3}, \]

where \(dE/d\kappa=\hbar^2\kappa/m_d\) was used, and \(g=0\) for \(E<0\).

## The acoustic rate

A phonon mode of frequency \(\omega_q\) in a crystal of density \(\rho\) and volume \(V\) displaces the lattice by \(\sqrt{\hbar/2\rho V\omega_q}\,(a\,e^{i\mathbf q\cdot\mathbf r}+a^\dagger e^{-i\mathbf q\cdot\mathbf r})\) along its polarization. The band edge shifts by \(\Xi\) times the divergence of the displacement; a single effective constant \(\Xi\) is assumed. The divergence supplies a factor \(q\) for a longitudinal mode, and the operators \(a\), \(a^\dagger\) supply \(N_q\) for absorption and \(N_q+1\) for emission. With \(\omega_q=uq\),

\[ |M|^2=\frac{\hbar\,\Xi^2q}{2\rho Vu}\times\{N_q,\;N_q+1\}. \]

An intravalley transition has \(q\) of order \(2\kappa\) at most, so \((\hbar uq/kT)^2\lesssim 4u^2\cdot 2m_dE/(kT)^2=8x\,m_du^2/kT\). When \(m_du^2/kT\ll1\), both \(N_q\) and \(N_q+1\) may be replaced by \(kT/\hbar uq\), and the phonon energy may be dropped from energy conservation. Each process then has \(|M|^2=\Xi^2kT/2\rho Vu^2\), independent of \(q\). The golden rule, with \(\sum_{\mathbf k'}\delta(E'-E)=Vg(E)\) and the two processes added, gives

\[ \Gamma_{ac}=\frac{2\pi\,\Xi^2kT}{\hbar\rho u^2}\,g(E)=\Gamma_0\sqrt{x},\qquad \Gamma_0=\frac{2\pi\,\Xi^2kT}{\hbar\rho u^2}\,g(kT)=\frac{\sqrt2\,m_d^{3/2}\,\Xi^2(kT)^{3/2}}{\pi\hbar^4\rho u^2}. \]

One could suspect that the elastic approximation hides the extra slope. The numerical check solves the linear Boltzmann equation for a spherical band of mass \(m_d\) with the full Bose factors and the phonon energy kept. For the parameters given below \(m_du^2/kT=0.023\) at 77 K; the mobility exceeds the elastic value by 3.0% at 77 K and by 0.45% at 500 K, and the exponent at 77 K is \(-1.53\). The shift of \(0.03\) is far short of the \(0.9\) to be explained.

## The intervalley rate

The phonon wavevector is now close to the fixed separation of two valleys, so \(\omega\) is taken as constant, and the coupling is taken as a constant \(D\) (energy per length) times the displacement: \(|M|^2=(\hbar D^2/2\rho V\omega)\{N,N+1\}\). The final energy is \(E+\hbar\omega\) for absorption and \(E-\hbar\omega\) for emission, in any of \(Z\) valleys:

\[ \Gamma_{iv}=\frac{\pi ZD^2}{\rho\,\omega}\Big[N\,g(E+\hbar\omega)+(N+1)\,g(E-\hbar\omega)\Big]. \]

Divide by \(\Gamma_0\). The densities of states give \(g(E\pm\hbar\omega)/g(kT)=\sqrt{x\pm\theta}\), and the prefactors give

\[ \frac{\pi ZD^2}{\rho\omega}\cdot\frac{\hbar\rho u^2}{2\pi\Xi^2kT}=\frac{ZD^2u^2}{2\omega^2\Xi^2}\cdot\frac{\hbar\omega}{kT}=w\,\theta,\qquad w=\frac{ZD^2u^2}{2\omega^2\Xi^2}. \]

The total rate is \(\Gamma=\Gamma_0R\), with

\[ R=\sqrt x+w\theta\Big[N\sqrt{x+\theta}+(N+1)\sqrt{(x-\theta)_+}\Big], \]

where \((y)_+\) is \(y\) for \(y>0\) and zero otherwise. Several phonons contribute one bracket each, with their own \(w_i\) and \(\theta_i\).

## Why a relaxation time survives inelastic scattering

The field \(\boldsymbol{\mathcal E}\) gives \(\hbar\dot{\mathbf k}=-e\boldsymbol{\mathcal E}\). Without Pauli blocking the steady state obeys

\[ -\frac{e\boldsymbol{\mathcal E}}{\hbar}\cdot\nabla_{\mathbf k}f=\sum_{\mathbf k'}\big[W(\mathbf k'\to\mathbf k)f(\mathbf k')-W(\mathbf k\to\mathbf k')f(\mathbf k)\big], \]

where the sum runs over valleys too. Write \(f=f_0(1+\varphi)\) with \(f_0\propto e^{-E/kT}\). To first order in the field the left side needs \(\nabla_{\mathbf k}f_0=-\hbar\mathbf v f_0/kT\) and equals \(e\boldsymbol{\mathcal E}\cdot\mathbf v\,f_0/kT\). On the right, detailed balance holds: absorption from \(E\) carries \(Ne^{-x}\), the reverse emission carries \((N+1)e^{-x-\theta}\), and these are equal because \(N+1=e^{\theta}N\). The factor \(f_0(\mathbf k)\) then comes out of both terms and cancels:

\[ \frac{e\boldsymbol{\mathcal E}\cdot\mathbf v}{kT}=\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')\,\varphi(\mathbf k')-\Gamma(E)\,\varphi(\mathbf k). \]

Try \(\varphi=-e\boldsymbol{\mathcal E}\cdot\mathbf v\,\tau(E)/kT\). It is odd under \(\mathbf k'\to-\mathbf k'\) about the minimum of each final valley. The rate \(W\) depends on the final energy and valley but not on the final direction, and each energy ellipsoid is symmetric under that inversion, so the sum vanishes valley by valley. What remains is \(1=\Gamma\tau\). For direction-independent matrix elements \(\tau=1/\Gamma\) solves the linear equation without further approximation, inelastic or not. If \(W\) changed under \(\mathbf k'\to-\mathbf k'\), the in-scattering sum would in general survive and, for intervalley processes, couple \(\varphi\) at \(E\) to \(\varphi\) at \(E\pm\hbar\omega\). A direction dependence that is even under this inversion still leaves the sum zero.

The drift velocity along the field direction \(z\) is the thermal average \(\overline{v_z\varphi}=-e\mathcal E\,\overline{v_z^2\tau}/kT\), so \(\mu=e\,\overline{v_z^2\tau}/kT\). In a valley \(v_i=\hbar k_i/m_i=\hbar\kappa_i/\sqrt{m_im_d}\), and the angular average \(\kappa_i^2\to\kappa^2/3\) gives \(v_i^2\to 2E/3m_i\). Along a cube axis two valleys present \(m_l\) and four present \(m_t\), which defines \(1/m_c=(1/m_l+2/m_t)/3\). The energy distribution is \(\sqrt x\,e^{-x}\) with norm \(\sqrt\pi/2\). Hence

\[ \mu=\frac{e}{m_c}\,\frac{2}{3}\,\frac{2}{\sqrt\pi}\int_0^\infty x^{3/2}e^{-x}\,\tau\,dx . \]

For acoustic scattering alone \(\tau=1/\Gamma_0\sqrt x\) and \(\int_0^\infty xe^{-x}dx=1\), so \(\mu_{ac}=4e/(3\sqrt\pi\,m_c\Gamma_0)\). Inserting \(\Gamma_0\) and using \(4\pi/(3\sqrt{2\pi})=2\sqrt{2\pi}/3\),

\[ \mu_{ac}=\frac{2\sqrt{2\pi}}{3}\frac{e\hbar^4\rho u^2}{m_cm_d^{3/2}\,\Xi^2(kT)^{3/2}},\qquad \mu=\mu_{ac}F,\qquad F=\int_0^\infty\frac{x^{3/2}e^{-x}}{R}\,dx . \]

Since \(F\) depends on \(\theta\) and \(w\) alone, the masses, \(\rho\), \(u\) and \(\Xi\) set the scale of \(\mu\) and at fixed \(w\) do not affect \(n\).

## The local exponent

Differentiation is simplest at fixed energy, because the emission threshold then stays at \(E=\hbar\omega\). With \(x^{3/2}dx=(kT)^{-5/2}E^{3/2}dE\),

\[ \mu\propto T^{-5/2}\int_0^\infty E^{3/2}\,e^{-E/kT}\,\tau(E,T)\,dE . \]

Three factors depend on \(T\). The prefactor gives \(-5/2\). The Boltzmann factor gives \(\partial e^{-E/kT}/\partial\ln T=x\,e^{-x}\). The lifetime gives \(\partial\ln\tau/\partial\ln T=-S\), with \(S=(\partial\ln\Gamma/\partial\ln T)_E\). Therefore

\[ n=-\tfrac52+\langle x\rangle-\langle S\rangle, \]

where \(\langle\cdot\rangle\) is the average with the normalized weight \(x^{3/2}e^{-x}/R\). At fixed \(E\), \(\Gamma_{ac}\propto T\), and \(\Gamma_{iv}\) depends on \(T\) through \(N\) alone. From \(d\theta/d\ln T=-\theta\) and \(dN/d\theta=-e^{\theta}/(e^{\theta}-1)^2=-N(N+1)\) follows \(dN/d\ln T=\theta N(N+1)\), and \(N+1\) has the same derivative. Dividing by \(N\) or by \(N+1\) gives the logarithmic slope of each process. With \(p_{ac},p_{abs},p_{em}\) the three terms of \(R\) divided by \(R\),

\[ S=p_{ac}\cdot1+p_{abs}\,\theta(N+1)+p_{em}\,\theta N . \]

For acoustic scattering alone the weight is \(xe^{-x}\), so \(\langle x\rangle=2\), \(S=1\) and \(n=-\tfrac52+2-1=-\tfrac32\). In general

\[ n=-\tfrac32+\big(\langle x\rangle-2\big)+\big(1-\langle S\rangle\big), \]

and each bracket can be made negative by only one of the two intervalley processes, while the other process pushes it the opposite way.

A negative second bracket comes from absorption. Its slope \(\theta(N+1)=\theta/(1-e^{-\theta})\) exceeds 1 because \(1-e^{-\theta}<\theta\), and it approaches \(\theta\) in the cold. The emission slope \(\theta N=\theta/(e^\theta-1)\) is below 1 because \(e^\theta-1>\theta\); spontaneous emission does not depend on temperature. Below threshold \(p_{em}=0\) and \(S>1\). Electrons below threshold therefore push \(\langle S\rangle\) above 1; with the single phonon used below they carry more than half of the current from 77 to 500 K.

A negative first bracket comes from emission. The weight is \(xe^{-x}h(x)\), with

\[ h=\frac{\sqrt x}{R}=\frac{1}{1+w\theta\big[N\sqrt{1+\theta/x}+(N+1)\sqrt{(1-\theta/x)_+}\big]} . \]

With \(P(x)=xe^{-x}\), which is normalized and has mean 2, and with \(\int Ph\,dx=F\),

\[ \langle x\rangle-2=\frac{1}{2F}\iint P(x)P(y)\,(x-y)\,[h(x)-h(y)]\,dx\,dy, \]

as is seen by multiplying out the product: the four terms give \(2\int Pxh\,dx-2\cdot2F\). Absorption alone makes \(h\) increase with \(x\), since \(\sqrt{1+\theta/x}\) decreases, and the integrand is then non-negative, so \(\langle x\rangle\ge2\). A value below 2 must come from the emission term, which shortens the lifetime above \(\hbar\omega\). Warming moves electrons over the threshold, where each carries far less current than acoustic scattering alone would allow.

## Limits and the area of the dip

Since \(\int P\,dx=1\), the loss is \(1-F=\int xe^{-x}(R-\sqrt x)/R\,dx\). For \(\theta\gg1\), \(N\approx e^{-\theta}\) is small. Below threshold \(R-\sqrt x=w\theta N\sqrt{x+\theta}\), and to first order in \(N\) the denominator is \(\sqrt x\). Above threshold the factor \(e^{-x}\) is already of order \(e^{-\theta}\), so \(N\) may be set to zero there. To first order in \(e^{-\theta}\),

\[ 1-F\approx w\theta N\int_0^\infty\!\sqrt{x(x+\theta)}\,e^{-x}dx+\int_\theta^\infty xe^{-x}\frac{w\theta\sqrt{x-\theta}}{\sqrt x+w\theta\sqrt{x-\theta}}\,dx, \]

where extending the first integral beyond \(\theta\) adds a term of order \(e^{-2\theta}\). At \(\theta=15\), \(w=2\) both sides are \(3.711\times10^{-5}\). For large \(\theta\) the first term tends to \(w\theta^{3/2}e^{-\theta}\sqrt\pi/2\), while the second is less than \(\int_\theta^\infty xe^{-x}dx=(1+\theta)e^{-\theta}\). Keeping the form \(1-F\propto\theta^{3/2}e^{-\theta}\) and using \(n+\tfrac32=d\ln F/d\ln T\approx\theta\,d(1-F)/d\theta\),

\[ n\approx-\tfrac32-\big(\theta-\tfrac32\big)(1-F), \]

which tends to \(-3/2\) as \(T\to0\).

For \(\theta\ll1\), both \(\theta N\) and \(\theta(N+1)\) tend to 1 and \(\sqrt{x\pm\theta}\to\sqrt x\). Then \(R\to(1+2w)\sqrt x\), \(F\to1/(1+2w)\), \(S\to1\), \(\langle x\rangle\to2\), and \(n\to-3/2\) again. Integrating \(n+\tfrac32=d\ln F/d\ln T\) between the two limits, for any set of phonons in this model,

\[ \int_{T=0}^{T=\infty}\Big(n+\tfrac32\Big)\,d\ln T=-\ln\Big(1+2\sum_iw_i\Big). \]

The ratios \(w_i\) fix the area of the dip. For one phonon at fixed \(w\), \(n\) depends on \(T\) only through \(\theta\), so \(\hbar\omega\) slides the dip along the \(\ln T\) axis without changing its shape. At fixed \(D\) the ratio \(w\propto\omega^{-2}\) changes too, and with it the depth of the dip.

## The numbers

The silicon-like inputs are rough recalled sizes: \(m_l\approx0.9\,m_e\), \(m_t\approx0.2\,m_e\), \(\rho\approx2300\) kg/m³, \(u\approx9000\) m/s, \(\Xi\approx9\) eV, \(\hbar\omega\approx60\) meV. They give \(m_d=0.330\,m_e\), \(m_c=0.270\,m_e\) and \(\hbar\omega/k=696.3\) K. The coupling ratio is not derived. It is set to the round value \(w=2\), which with \(Z=4\) means \(D=9.1\) eV/Å.

At 300 K, \(\theta=696.3/300=2.321\) and \(N=0.1089\), so the absorption slope is \(2.321\times1.1089=2.574\) and the emission slope is \(2.321\times0.1089=0.253\). Two energies show the structure. At \(x=1\), below threshold, the absorption term is \(2\times0.253\times\sqrt{3.321}=0.92\), so \(R=1.92\), \(h=0.52\) and \(S=(1+0.92\times2.574)/1.92=1.75\). At \(x=4\) the three terms are \(2\), \(2\times0.253\times\sqrt{6.321}=1.27\) and \(2\times2.574\times\sqrt{1.679}=6.67\), so \(R=9.94\), \(h=0.20\) and \(S=(2+1.27\times2.574+6.67\times0.253)/9.94=0.70\). The hot electrons are suppressed, and the cold ones have a steep rate. Quadrature over \(x\) gives \(F=0.4293\), \(\langle x\rangle=1.671\) and \(\langle S\rangle=1.582\), so

\[ \mu=2743\times0.4293\approx1180\ \text{cm}^2/(\text{V s}),\qquad n=-1.5-0.329-0.582=-2.41 . \]

The bracket \(1-\langle S\rangle\) supplies a little under two thirds of the extra slope and \(\langle x\rangle-2\) the rest. Each is a net figure: in the former absorption is partly offset by emission, and in the latter the emission cut is partly offset by absorption. The mobility lies about a sixth below the rough measured size of 1400 cm²/(V s); at fixed \(w\) it scales as \(\Xi^{-2}\), and \(\Xi\) is known here to one figure. The last column below adds a second phonon of 20 meV with the chosen value \(w=0.2\).

| \(T\) (K) | \(F\) | \(\langle x\rangle\) | \(\langle S\rangle\) | \(n\) | \(n\), two |
|---|---|---|---|---|---|
| 77 | 0.993 | 1.995 | 1.049 | −1.55 | −1.73 |
| 100 | 0.962 | 1.976 | 1.193 | −1.72 | −1.87 |
| 150 | 0.803 | 1.888 | 1.579 | −2.19 | −2.22 |
| 200 | 0.632 | 1.784 | 1.718 | −2.43 | −2.38 |
| 250 | 0.510 | 1.709 | 1.679 | −2.47 | −2.39 |
| 300 | 0.429 | 1.671 | 1.582 | −2.41 | −2.33 |
| 400 | 0.339 | 1.664 | 1.394 | −2.23 | −2.16 |
| 500 | 0.293 | 1.696 | 1.267 | −2.07 | −2.02 |

At 77 K, \(\theta=9.042\) and \(1-F=0.0071\), and the cold estimate gives \(-1.5-7.54\times0.0071=-1.55\), in line with the table. The neglected inelasticity of acoustic scattering shifts the exponent by about \(0.03\) there, so the second decimal at 77 K is not physical. For \(w=2\) the steepest point is \(n=-2.47\) at 237 K, where \(\theta=2.94\), that is \(kT\approx\hbar\omega/3\). Because \(n\) is stationary there, \(\mu\) resembles a power law over a window around it. Between 200 and 400 K the mean exponent is \(-1.5+\ln(0.3385/0.6324)/\ln2=-1.5-0.90=-2.40\), and a least-squares line in log-log coordinates gives \(-2.4\) as well. The same fit over 77 to 500 K gives \(-2.2\), so the quoted exponent depends on the window. At 500 K, \(F=0.29\) is still above its limit \(1/(1+2w)=0.2\), and \(n\) is returning toward \(-3/2\). The integrated dip is \(-1.609=-\ln5\).

The agreement with 2.4 rests on the choice of \(w\). At 300 K the exponent is \(-1.89,-2.13,-2.41,-2.69\) for \(w=0.5,1,2,4\), and \(-2.4\) needs \(w=1.95\). The model derives the existence of the dip and, for a given \(w\), its area and shape. Matching the measured slope selects a value of \(w\) that also absorbs whatever the model leaves out, so it is not a determination of \(D\). Showing that intervalley scattering accounts for the whole measured slope would need couplings known independently. For scale, a commonly used empirical set of six silicon phonons (recalled values: \(Z=1\) with \(\hbar\omega/k=140,215,720\) K and \(D=0.5,0.8,11\) eV/Å; \(Z=4\) with \(220,550,685\) K and \(D=0.3,2,2\) eV/Å) has \(\sum_iw_i\approx1.0\) for the same \(\Xi\) and \(u\). In this model it gives \(n\approx-2.05\) and \(\mu\approx1470\) cm²/(V s) at 300 K, so it accounts for only part of the steepening. The value \(D=9.1\) eV/Å is a lumped figure, not the coupling of a particular silicon phonon.

The second phonon steepens the curve up to 150 K but flattens it from 200 K on, although it adds scattering and lowers \(\mu(300\text{ K})\) to about 1020 cm²/(V s). In the limit where its own \(\theta\) vanishes it multiplies \(\sqrt x\) by \(1+2\times0.2=1.4\), which is equivalent to reducing \(w\) from 2 to \(2/1.4\), and a smaller \(w\) gives a shallower slope at 300 K. Evaluated at 300 K, this limit gives \(n=-2.27\), against \(-2.41\) without the second phonon and \(-2.33\) with it. Dilution thus gives the right sign but overstates the change, because the second phonon has \(\theta=2.321/3=0.77\) there, not zero, and is still switching on. At 150 K the limit would give \(-2.04\) while the actual phonon gives \(-2.22\): there its own switching-on outweighs the dilution. The area becomes \(-1.686=-\ln5.4\).

## Removing one ingredient at a time

Keep the energy shifts but use classical occupation, \(N,\,N+1\to1/\theta\). Equal weights for absorption and emission break detailed balance, so the Maxwell distribution is no longer stationary; what follows is a formal evaluation of the integral for \(\mu\), not the mobility of a real steady state. Every rate is then proportional to \(T\) at fixed \(E\), so \(S=1\) and \(n=-\tfrac72+\langle x\rangle\). The computed value at 300 K is \(-1.45\), which means \(\langle x\rangle=2.05\): with equal weights the rise of \(h\) from absorption slightly outweighs its fall from emission.

Keep Bose occupation but drop the energy shifts, \(\sqrt{x\pm\theta}\to\sqrt x\). Then \(h\) is constant, \(\langle x\rangle=2\), and \(F=1/[1+w\theta(2N+1)]\) with \(2N+1=\coth(\theta/2)\). The intervalley slope is \(2\theta N(N+1)/(2N+1)\). With \(N(N+1)=1/[4\sinh^2(\theta/2)]\) this is \(\theta/[2\sinh(\theta/2)\cosh(\theta/2)]=\theta/\sinh\theta<1\), so \(n>-3/2\) at every temperature. At 300 K, \(w\theta(2N+1)=2\times(2.574+0.253)=5.65\), the acoustic share is \(1/6.65=0.150\), and \(\theta/\sinh\theta=0.460\). Then \(S=0.150+0.850\times0.460=0.541\) and \(n=-\tfrac12-0.541=-1.04\). Without a threshold, spontaneous emission is open to cold electrons and acts as a rate independent of temperature. At 300 K neither ingredient alone steepens the law.

## Checks and range of validity

The numerical check tests the formula for \(n\) against finite differences of the mobility at all eight temperatures, and tests the density of states, both limits and the area rule. A kinetic Monte Carlo run of free flights in the ellipsoidal valleys, with \(\mu\) obtained from the diffusion constant through the Einstein relation, gives \(1186\pm6\) against 1178 cm²/(V s) at 300 K, within the four standard errors allowed; the same holds at 200 and 450 K. It uses the same rates, so it tests the Boltzmann solution and not the matrix elements.

The result holds within the stated assumptions. Ionized impurities add a term to \(R\), change \(S\) and alter the cold limit; the hot limit stays \(-3/2\), because their rate becomes negligible beside that of the phonons. Degeneracy brings Pauli factors and removes the Boltzmann weight. Nonparabolic bands change \(g(E)\) and \(\mathbf v\). With \(\hbar^2\kappa^2/2m_d=E(1+\alpha E)\), a rough \(\alpha=0.5\) per eV and unchanged matrix elements, \(n\) shifts by about \(-0.10\) at 300 K and \(-0.16\) at 500 K, so the close match to 2.4 is not a test of the model. Couplings that grow with wavevector change the energy dependence of \(\Gamma_{iv}\) and can revive the in-scattering term. None of these is included in the table.

## Calculated quantities

```
ml, mt = 0.90, 0.20 m_e; md = 0.3302 m_e; mc = 0.2700 m_e
rho = 2300 kg/m^3; u = 9000 m/s; Xi = 9.0 eV
hw = 60 meV (hw/k = 696.3 K); w = 2.0; Z = 4
implied D = 9.12 eV/Angstrom
second phonon: hw = 20 meV; w = 0.2
DOS k-integral / formula at 30 meV = 0.99969
md u^2/k = 1.765 K; md u^2/kT at 77 K = 0.0229
inelastic/elastic acoustic mu: 77 K 1.0301, 500 K 1.0045
inelastic acoustic exponent at 77 K = -1.530
T(K) theta N mu_ac(cm2/Vs) F mu(cm2/Vs) <x> <S> n n(two phonons)
  77 9.042 1.183e-04  21097 0.9929  20948 1.995 1.049 -1.554 -1.732
 100 6.963 9.474e-04  14255 0.9616  13707 1.976 1.193 -1.716 -1.871
 150 4.642 9.734e-03   7759 0.8029   6230 1.888 1.579 -2.191 -2.216
 200 3.481 3.174e-02   5040 0.6324   3187 1.784 1.718 -2.435 -2.378
 250 2.785 6.578e-02   3606 0.5101   1839 1.709 1.679 -2.470 -2.387
 300 2.321 1.089e-01   2743 0.4293   1178 1.671 1.582 -2.411 -2.327
 400 1.741 2.127e-01   1782 0.3385    603 1.664 1.394 -2.230 -2.161
 500 1.393 3.306e-01   1275 0.2928    373 1.696 1.267 -2.070 -2.017
300 K: theta(N+1) = 2.574; theta N = 0.253
300 K: <x>-2 = -0.329; 1-<S> = -0.582
300 K: mu with two phonons = 1019 cm2/Vs
Monte Carlo 200 K: mu = 3192 +- 17, formula 3187 cm2/Vs, <E>/kT = 1.506
Monte Carlo 300 K: mu = 1186 +- 6, formula 1178 cm2/Vs, <E>/kT = 1.511
Monte Carlo 450 K: mu = 464 +- 2, formula 466 cm2/Vs, <E>/kT = 1.507
slope 200-450 K: Monte Carlo -2.378, formula -2.371
steepest: n = -2.473 at T = 237 K (theta = 2.94)
fit slope 200-400 K: one -2.415, two -2.334
fit slope 77-500 K: one -2.235, two -2.224
n(300 K) vs w: w=0.5: -1.894, w=1.0: -2.129, w=2.0: -2.411, w=4.0: -2.690
w giving n(300 K) = -2.4: 1.948
theta=15: 1-F = 3.7110e-05, activated form 3.7112e-05
theta=0.001: F = 0.20000, 1/(1+2w) = 0.20000
dip area one phonon -1.6094 vs -1.6094; two -1.6864 vs -1.6864
300 K, classical occupation with thresholds: n = -1.453
300 K, Bose occupation without energy shifts: n = -1.041
```
